# Inelastic cotunnelling through metallic islands and few-level dots, part 1

(Sections cited here and not found follow in the second part.)

## I. The metallic island

### Result and conventions

An island is connected to leads L and R by opaque tunnel junctions of conductance $G_L$ and $G_R$. Its charge is fixed by Coulomb blockade. To second order in the tunnelling amplitude of each event, the inelastic cotunnelling current is

$$ I = \frac{\hbar G_L G_R}{12\pi e^2}\, S^2\, V \left[ (eV)^2 + (2\pi kT)^2 \right], \qquad S = \frac{1}{E_+} + \frac{1}{E_-} . \tag{1} $$

Here $e>0$, and $I$ is counted positive when electrons move from L to R. The energies $E_+$ and $E_-$ are the costs of adding one electron to the island and of removing one, measured from the common Fermi level at zero bias. The bias is applied symmetrically, $\mu_L = eV/2$ and $\mu_R = -eV/2$, with the island potential held midway, so that $E_\pm$ do not change with $V$.

Equation (1) holds under these conditions:

- $G_L, G_R \ll e^2/h$, so that the lowest order suffices;
- $eV, kT \ll E_\pm$, so that the charged states are visited only virtually;
- a dense island spectrum, with level spacing far below the energy scale set by $eV$ and $kT$;
- island electrons that return to thermal equilibrium at temperature $T$ between events.

For a dot with a discrete excitation energy $\Delta$ the same mechanism gives a step in $dI/dV$ at $eV = \Delta$. That case is treated in the second half.

### The amplitude

Let $l$ and $r$ label states of the two leads, and let $p$ and $h$ label two different island states. The tunnelling Hamiltonian contains

$$ H_T = \sum_{l,p} t_{L}\, c_p^\dagger c_l + \sum_{r,h} t_{R}\, c_r^\dagger c_h + \text{h.c.} $$

The moduli of $t_L$ and $t_R$ are taken as constant over the small energy range involved. An event that moves one electron from L to R takes an electron out of $l$, fills $p$, empties $h$ and fills $r$. The island charge is restored, but an electron-hole pair remains on the island.

The second-order amplitude is the matrix element of $H_T (E_i - H_0)^{-1} H_T$, where $E_i$ is the initial energy and $H_0$ the Hamiltonian without tunnelling. Two orders of the tunnelling events lead to the same final state.

To write their energy costs, measure every single-particle energy from the Fermi level of its own electrode. The energy gained between the initial and final states in each junction is then

$$ x_L = \varepsilon_p - \varepsilon_l , \qquad x_R = \varepsilon_r - \varepsilon_h . $$

If the electron enters first, it starts from a Fermi level raised by $eV/2$, and the intermediate state costs $E_+ - eV/2 + x_L$. If the other electron leaves first, it goes to a Fermi level lowered by $eV/2$, and the cost is $E_- - eV/2 + x_R$. The final state has the initial energy, so

$$ x_L + x_R = eV . \tag{2} $$

The operator products of the two orders are $c_r^\dagger c_h c_p^\dagger c_l$ and $c_p^\dagger c_l c_r^\dagger c_h$. Moving one pair of operators through the other takes four exchanges of different fermion operators, hence four minus signs, and the products are equal. Both energy denominators $E_i - H_0$ are negative. The amplitudes therefore add:

$$ A = - t_L t_R \left[ \frac{1}{E_+ - eV/2 + x_L} + \frac{1}{E_- - eV/2 + x_R} \right] \simeq - t_L t_R\, S . \tag{3} $$

The last form replaces both denominators by their values at $x_L = x_R = eV/2$, the midpoint of the range allowed by (2). The error of this replacement is worked out below.

The relative sign matters: with a minus sign between the two terms the leading current (1) would vanish at $E_+ = E_- = E$, leaving at $T=0$ only a remainder smaller by the factor $(eV)^2/(20E^2)$. It was tested by exact diagonalization of an interacting model with two lead orbitals and two dot orbitals. Two degenerate states coupled by $A$ split by $2|A|$, and half the smallest splitting at the avoided crossing agreed with the formula to 0.07% of its value.

### From amplitudes to conductances

The final state records which states $l$, $p$, $h$ and $r$ took part. Different choices are different final states, so their probabilities add, without interference. The golden rule gives the rate

$$ \Gamma_{\rightarrow} = \frac{2\pi}{\hbar} \sum_{l,p,h,r} |t_L|^2 |t_R|^2 S^2\, f_l (1-f_p)\, f_h (1-f_r)\, \delta(x_L + x_R - eV) , \tag{4} $$

with $f(\varepsilon) = 1/(e^{\varepsilon/kT}+1)$. Tunnelling conserves spin. The entering electron can have either spin, and so, independently, can the leaving one. The spin sum therefore factorizes into a factor 2 for each junction. With $D_L$, $D_R$ and $D_I$ the densities of states per spin, define

$$ K_i = 2 |t_i|^2 D_i D_I , \qquad i = L, R . $$

The same $K_i$ fixes the ordinary conductance of junction $i$. Consider that junction alone, with a voltage $v$ across it. An electron that crosses it creates a pair energy $x = ev$, and the number of ways to do so is governed by

$$ F(x) = \int d\varepsilon\, f(\varepsilon)\left[1 - f(\varepsilon + x)\right] . $$

To evaluate this, write $a = \varepsilon/kT$ and $b = (\varepsilon+x)/kT$. From the definition of $f$,

$$ f(\varepsilon) - f(\varepsilon+x) = \frac{e^b - e^a}{(e^a+1)(e^b+1)} , \qquad f(\varepsilon)[1-f(\varepsilon+x)] = \frac{e^b}{(e^a+1)(e^b+1)} . $$

The ratio of the first expression to the second is $1 - e^{-(b-a)} = 1 - e^{-x/kT}$, which does not depend on $\varepsilon$. The integral of $f(\varepsilon) - f(\varepsilon+x)$ is $x$, because the second function is the first one shifted by $x$. Hence

$$ F(x) = \frac{x}{1 - e^{-x/kT}} . \tag{5} $$

At $T=0$ this is $x$ for $x>0$ and zero otherwise. A property used repeatedly follows from $1/(1-e^{-y}) + 1/(1-e^{y}) = 1$:

$$ F(x) - F(-x) = x . \tag{6} $$

The single-junction current is the forward rate minus the backward rate, times $e$:

$$ e\, \frac{2\pi}{\hbar} K_i \left[F(ev) - F(-ev)\right] = \frac{2\pi e^2}{\hbar} K_i\, v , \qquad \text{so} \qquad K_i = \frac{\hbar G_i}{2\pi e^2} . \tag{7} $$

In (4), the sum over $l$ and $p$ at fixed $x_L$ gives $K_L F(x_L)$, and the sum over $h$ and $r$ gives $K_R F(x_R)$. With (7),

$$ \Gamma_{\rightarrow} = \frac{2\pi}{\hbar} K_L K_R S^2 J(eV) = \frac{\hbar G_L G_R}{2\pi e^4}\, S^2 J(eV) , \qquad J(w) = \int_{-\infty}^{\infty} dx\, F(x) F(w-x) . \tag{8} $$

### The phase-space integral

Let $N(x) = 1/(1-e^{-x/kT})$, so that $F(x) = xN(x)$. Put $\alpha = e^{-x/kT}$ and $\beta = e^{-(w-x)/kT}$. Then

$$ \frac{1}{1-\alpha} + \frac{1}{1-\beta} - 1 = \frac{(1-\beta) + (1-\alpha) - (1-\alpha)(1-\beta)}{(1-\alpha)(1-\beta)} = \frac{1 - \alpha\beta}{(1-\alpha)(1-\beta)} . $$

Since $\alpha\beta = e^{-w/kT}$, this is the identity

$$ N(x) N(w-x) = N(w) \left[ N(x) + N(w-x) - 1 \right] , $$

and therefore

$$ J(w) = N(w) \int dx\, x (w-x) \left[ N(x) + N(w-x) - 1 \right] . $$

Separate the zero-temperature part of $N$ by writing $N(x) = \theta(x) + \mathrm{sgn}(x)\, n(|x|)$, with $n(y) = 1/(e^{y/kT}-1)$. The integral then has two parts.

The step functions combine to $\theta(x)+\theta(w-x)-1$. For $w>0$ this equals 1 between 0 and $w$ and zero elsewhere. For $w<0$ it equals $-1$ between $w$ and 0 and zero elsewhere. In both cases the contribution is

$$ \int_0^w x(w-x)\, dx = \frac{w^3}{2} - \frac{w^3}{3} = \frac{w^3}{6} . $$

The two thermal terms are equal, because the substitution $x \to w-x$ exchanges them. Together they give

$$ 2\int dx\, x(w-x)\, \mathrm{sgn}(x)\, n(|x|) = 2w \int dx\, |x|\, n(|x|) - 2\int dx\, x|x|\, n(|x|) . $$

The last integrand is odd and drops out. For the other one, expand $1/(e^y-1) = \sum_{m\ge1} e^{-my}$:

$$ \int_0^\infty \frac{y\,dy}{e^y-1} = \sum_{m\ge 1} \frac{1}{m^2} = \frac{\pi^2}{6} , \qquad 2w \cdot 2 \cdot \frac{\pi^2}{6} (kT)^2 = \frac{w (2\pi kT)^2}{6} . $$

The sum of both parts is

$$ J(w) = \frac{w \left[ w^2 + (2\pi kT)^2 \right]}{6 \left( 1 - e^{-w/kT} \right)} . \tag{9} $$

### The current and its limits

The backward rate follows from (8) with $eV$ replaced by $-eV$. Its denominators at the midpoint are again $E_+$ and $E_-$, because there the electron enters from the lowered Fermi level of R and $x_L = x_R = -eV/2$. Using $N(w)+N(-w)=1$ in (9),

$$ J(eV) - J(-eV) = \frac{eV}{6} \left[ (eV)^2 + (2\pi kT)^2 \right] . $$

Multiplication by $e\,\hbar G_L G_R S^2/(2\pi e^4)$ gives (1). The complete prefactor, including spin, and the temperature dependence were tested against explicit sums of golden-rule rates over discrete levels, at $eV/kT$ of 0.5, 3 and 10. The largest relative difference was $5\times10^{-11}$.

For $eV \gg 2\pi kT$ the current grows as $V^3$: the energy $eV$ is shared between two pair energies, each with a number of states proportional to itself. For $eV \ll 2\pi kT$ the response is ohmic, with a conductance proportional to $T^2$. The differential conductance is

$$ \frac{dI}{dV} = \frac{\hbar G_L G_R}{12\pi e^2} S^2 \left[ 3 (eV)^2 + (2\pi kT)^2 \right] . \tag{10} $$

### What has been left out

**Energy in the denominators.** Take $E_+ = E_- = E$ and let $u = x_L - eV/2$. The squared bracket in (3) becomes

$$ \left[ \frac{1}{E+u} + \frac{1}{E-u} \right]^2 = \frac{4E^2}{(E^2-u^2)^2} \simeq S^2 \left( 1 + \frac{2u^2}{E^2} \right) . $$

At $T=0$ the weight is $x_L x_R = a^2-u^2$ with $a = eV/2$ and $|u|<a$. The mean of $u^2$ is $(4a^5/15)/(4a^3/3) = a^2/5$, so the relative correction to the current is $(eV)^2/(10E^2)$. For unequal $E_\pm$ the term linear in $u$ still averages to zero, since the weight is even in $u$, and the correction remains of second order.

**Sequential tunnelling.** Real charging is thermally activated. An event with cost $b$ has the rate $(G_i/e^2)F(-b)$, and each visit to a charged state carries at most one electron across. For equal junctions and $E_+=E_-=E$, entry and exit at both leads give the bound

$$ I_{\rm seq} \le \frac{2G}{e} \left[ F\!\left(-E+\tfrac{eV}{2}\right) + F\!\left(-E-\tfrac{eV}{2}\right) \right] . \tag{11} $$

**Elastic cotunnelling.** When the same island level serves for entry and exit, no pair is left behind, and paths through different levels interfere. If their phases are independent, the cross terms average out. In a diffusive island of size $L$ and diffusion constant $\mathcal D$ this holds when $E_\pm$ are small compared with the Thouless energy $\hbar \mathcal D/L^2$. For larger $E_\pm$ the virtual electron cannot cross the island within the time $\hbar/E_\pm$, the cross terms survive, and for junctions at opposite ends the elastic conductance is smaller than the result below. With level spacing $d = 1/D_I$ per spin, the sum over empty and filled levels is

$$ \langle |A_{\rm el}|^2 \rangle = |t_L t_R|^2\, \frac{1}{d} \left[ \int_0^\infty \frac{d\xi}{(E_++\xi)^2} + \int_0^\infty \frac{d\xi}{(E_-+\xi)^2} \right] = |t_L t_R|^2\, \frac{S}{d} . $$

The elastic conductance is $2(2\pi e^2/\hbar) \langle|A_{\rm el}|^2\rangle D_L D_R$, with 2 for spin. Equation (7) gives $|t_L t_R|^2 D_L D_R = d^2 (\hbar/4\pi e^2)^2 G_L G_R$, so

$$ G_{\rm el} = \frac{\hbar G_L G_R}{4\pi e^2}\, d\, S . \tag{12} $$

Sampling of random phases agreed with (12) within its statistical error of about 2%. The ratio of (12) to the zero-bias value of (10) is $3d/[S(2\pi kT)^2]$. At low enough bias and temperature the elastic current therefore dominates, and (1) alone is insufficient.

### Numbers for an island

Take $G_L=G_R=4.0\ \mu$S, which is $0.103\,e^2/h$, with $E_\pm = 0.50$ meV, $T=0.10$ K and $d=10$ neV. Then $S=4.0$ meV$^{-1}$ and $2\pi kT=0.0541$ meV. The factor in front of $V[\dots]$ is $27.9$ nS/meV$^2$. At zero bias

$$ \frac{dI}{dV} = 27.9 \times (0.0541)^2\ \text{nS} \simeq 0.082\ \text{nS} . $$

At $eV=0.10$ meV the bracket in (1) is $0.0100+0.0029=0.0129$ meV$^2$, and

$$ I = 27.9\ \text{nS/meV}^2 \times 0.0129\ \text{meV}^2 \times 0.10\ \text{mV} \simeq 36\ \text{fA} . $$

The differential conductance there is 0.92 nS, eleven times the zero-bias value. The denominator correction at this bias is 0.4% of the current at $T=0$; thermal smearing widens the range of $u$ and raises it to about 0.9% at 0.10 K. Equation (12) gives an elastic conductance of 0.3% of the inelastic one at zero bias. This is the random-phase estimate only: a metal island with $d=10$ neV has a volume near $10^{-20}$ m$^3$, and for $\mathcal D=50$ cm$^2$/s its $\hbar\mathcal D/L^2$ is below 0.1 meV, so for junctions at opposite ends the elastic part is smaller. The bound (11) is below $10^{-31}$ A. Corrections of higher order in $G_i$ have not been calculated.

## II. The few-level dot

### Symbols, earlier results and the step

From the first half, $e>0$, the leads have $\mu_L=eV/2$ and $\mu_R=-eV/2$, and $I$ is positive for electrons moving from L to R. The costs of adding and removing an electron are $E_+$ and $E_-$, with $S=1/E_++1/E_-$. The function

$$ F(x) = \int d\varepsilon\, f(\varepsilon)[1-f(\varepsilon+x)] = \frac{x}{1-e^{-x/kT}} , \qquad F(x)-F(-x)=x , \tag{13} $$

counts the ways in which an electron can leave one Fermi sea and enter another when an energy $x$ is available. At $T=0$ it is $x$ for $x>0$ and zero otherwise. For the metallic island, $J(w)=\int dx\,F(x)F(w-x)$ fixed the cotunnelling rate.

The dot has a ground orbital $g$ and an excited orbital $x$, with energies $\varepsilon_g$ and $\varepsilon_x=\varepsilon_g+\Delta$. It holds one electron, and double occupation costs an additional energy $U$. The model is spinless. Orbital $n$ is coupled to lead $a$ by a real amplitude $t_{an}$, which gives the level width $\Gamma_{an}=2\pi D_a t_{an}^2$, where $D_a$ is the density of states of lead $a$.

If the dot relaxes quickly to its ground state, its zero-temperature current for $V>0$ is

$$ I = G_{gg} V + \frac{G_{\rm in}}{e} (eV-\Delta)\, \theta(eV-\Delta) , \qquad G_{\rm in} = \frac{e^2}{h}\, \Gamma_{Lx}\Gamma_{Rg}\, S^2 . \tag{14} $$

The differential conductance thus steps from the elastic value $G_{gg}$ to $G_{gg}+G_{\rm in}$ at $eV=\Delta$. Below this bias an electron crossing the dot cannot supply the excitation energy. The result is of lowest order in the widths; Kondo-type terms of higher order are not included.

### Inelastic amplitude

An event that excites the dot takes an electron from state $l$ in L into $x$, and sends the electron in $g$ to state $r$ in R. Energy conservation requires $\varepsilon_l=\varepsilon_r+\Delta$. The dot can be doubly occupied in between, at the cost $\varepsilon_x+U-\varepsilon_l$, or empty, at the cost $\varepsilon_r-\varepsilon_g$. As for the island, the two operator products commute and both denominators are negative, so

$$ A_{\rm in} = -t_{Lx} t_{Rg} \left[ \frac{1}{\varepsilon_x+U-\varepsilon_l} + \frac{1}{\varepsilon_r-\varepsilon_g} \right] . \tag{15} $$

At $T=0$ the initial energy $\varepsilon_l$ lies between $\Delta-eV/2$ and $eV/2$, a range centred on $\Delta/2$. With $\bar\varepsilon=(\varepsilon_g+\varepsilon_x)/2$, the two costs at the centre are

$$ E_+ = \varepsilon_x+U-\frac{\Delta}{2} = \bar\varepsilon+U , \qquad E_- = -\frac{\Delta}{2}-\varepsilon_g = -\bar\varepsilon . \tag{16} $$

The reverse transition, from $x$ to $g$, has the same two values at the centre of its own range. Using (16) for both directions therefore keeps the ratio of excitation to relaxation rates consistent with thermal equilibrium.

The golden rule gives the rate $(2\pi/\hbar)|A_{\rm in}|^2D_LD_R\,F(eV-\Delta)$, since $eV-\Delta$ is the energy left for the two leads. From the definition of the widths,

$$ \frac{2\pi}{\hbar}\, t_{Lx}^2 t_{Rg}^2 D_L D_R\, S^2 = \frac{2\pi}{\hbar}\, \frac{\Gamma_{Lx}\Gamma_{Rg}}{4\pi^2}\, S^2 = \frac{1}{h}\, \Gamma_{Lx}\Gamma_{Rg}\, S^2 = \frac{G_{\rm in}}{e^2} . \tag{17} $$

Each event carries the charge $e$. At $T=0$ the inelastic current is therefore $(G_{\rm in}/e)(eV-\Delta)$ above threshold, as stated in (14).

The cotunnelling current of the metallic island and the inelastic part of the dot's current with fast relaxation have now been derived. What remains is the dot's elastic conductance, the thermal shape of the step, the behaviour without fast relaxation, and the way such steps add up to the metallic law.
